**Zeros and poles of a monoclinic dielectric tensor**

For undamped phonons in an insulating crystal, det ε(0)/det ε∞ equals the product of (ω_LO/ω_TO)², where ω_TO are the poles of the in-plane tensor ε(ω), ω_LO are the zeros of its determinant, and ε∞ is the electronic tensor. The program builds the tensor from eight oscillators with round parameters in the rough regime of beta-Ga2O3. It asserts that zeros found by scanning the determinant agree with the eigenvalues for oscillation at zero displacement field, and that their product gives the static ratio. Further assertions cover pole order, directional longitudinal modes, recovery of the static tensor, mode ordering, damped zeros, free carriers without scattering, and the flux of a line charge. Both sides of the main relation come out as 7.689. Two frequency intervals have both tensor eigenvalues negative, so zeros and poles do not simply alternate. Using the upper eight coupled zeros as if no carriers were present makes the ratio 3 % too high at 10¹⁷ cm⁻³ and 43 % too high at 10¹⁸ cm⁻³.

## Check in Python

```python
"""
Result under test, for the in-plane dielectric tensor of a monoclinic crystal:
    det eps(0) / det eps_inf = product over modes of (w_LO / w_TO)^2
w_TO : poles of eps(w);  w_LO : zeros of det eps(w)   (wavenumbers, cm^-1)
eps(w) = eps_inf + sum_j s_j s_j^T / (w_TO,j^2 - w^2 - i gamma_j w)
s_j : in-plane polar strength vector of mode j (cm^-1)
Parameters are round model values in the rough regime of beta-Ga2O3.
"""
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const

w_to = np.array([210., 260., 280., 360., 430., 570., 690., 740.])
strength = np.array([100., 350., 450., 700., 700., 800., 700., 300.])
angle = np.array([60., 160., 20., 145., 20., 105., 5., 50.])
gamma = np.array([2., 2., 5., 5., 10., 12., 8., 10.])
eps_inf = np.array([[3.8, -0.1], [-0.1, 3.7]])
n_modes = len(w_to)


def vectors(amplitudes, degrees):
    t = np.radians(degrees)
    return amplitudes * np.array([np.cos(t), np.sin(t)])


def tensor(w, poles, vecs, damping=None):
    """Dielectric tensor as the explicit sum over oscillators."""
    w = np.asarray(w)[..., None]
    denominator = poles**2 - w**2
    if damping is not None:
        denominator = denominator - 1j * damping * w
    return eps_inf + np.einsum('im,...m,jm->...ij', vecs, 1 / denominator, vecs)


def det2(m):
    return m[..., 0, 0] * m[..., 1, 1] - m[..., 0, 1] * m[..., 1, 0]


def find_zeros(func, poles):
    """Scan for zeros of func; its simple poles are multiplied away."""
    finite = poles[poles > 0]

    def smooth(w):
        w = np.asarray(w)
        return func(w) * np.prod(1 - (w[..., None] / finite)**2, axis=-1)

    grid = np.arange(1.0037, 1500.0, 0.05)
    values = smooth(grid)
    cells = np.where(values[:-1] * values[1:] < 0)[0]
    return np.array([brentq(lambda w: float(smooth(w)), grid[i], grid[i + 1],
                            xtol=1e-11) for i in cells])


S = vectors(strength, angle)
eps_0 = tensor(0.0, w_to, S)

# Zeros from the 2x2 determinant, against oscillation at zero displacement field
w_lo = find_zeros(lambda w: det2(tensor(w, w_to, S)), w_to)
assert len(w_lo) == n_modes
L = np.diag(w_to**2) + S.T @ np.linalg.solve(eps_inf, S)
lam, modes = np.linalg.eigh(L)
assert np.allclose(np.sqrt(lam), w_lo, rtol=0, atol=1e-6)

# Static determinant relation
ratio_static = det2(eps_0) / det2(eps_inf)
ratio_modes = np.prod((w_lo / w_to)**2)
assert abs(ratio_modes / ratio_static - 1) < 1e-8

# Pole order: rank-one residue simple, rank-two residue double
near = 430.0 + np.array([1e-2, 1e-3])
single = np.abs(det2(tensor(near, w_to, S)))
poles_pair = np.append(w_to, 430.0)
S_pair = np.column_stack([S, vectors(700.0, 110.0)])
double = np.abs(det2(tensor(near, poles_pair, S_pair)))
growth_single, growth_double = single[1] / single[0], double[1] / double[0]
assert abs(growth_single - 10) < 0.1 and abs(growth_double - 100) < 1


# Longitudinal modes for one propagation direction
def directional(theta):
    q = np.array([np.cos(theta), np.sin(theta)])
    p = q @ S
    return np.sqrt(np.linalg.eigvalsh(np.diag(w_to**2)
                                     + np.outer(p, p) / (q @ eps_inf @ q)))


# At each determinant zero: null field, longitudinal wave, stationary branch
field_angle = []
for l in range(n_modes):
    E = -np.linalg.solve(eps_inf, S @ modes[:, l])
    E /= np.linalg.norm(E)
    assert np.linalg.norm(tensor(np.sqrt(lam[l]), w_to, S) @ E) < 1e-6
    theta = np.arctan2(E[1], E[0])
    here = directional(theta)
    k = np.argmin(abs(here - w_lo[l]))
    assert abs(here[k] - w_lo[l]) < 1e-6
    step = 1e-4
    slope = (directional(theta + step)[k] - directional(theta - step)[k]) / (2 * step)
    assert abs(slope) < 1e-2
    field_angle.append(np.degrees(theta) % 180)
scan = np.array([directional(t) for t in np.radians(np.arange(0, 180, 0.25))])
assert np.all(scan <= w_lo + 1e-6)
assert scan[:, -1].max() > w_lo[-1] - 0.01

# Directional relation at three angles recovers the whole static tensor
recovered = []
for degrees in (0.0, 45.0, 90.0):
    q = vectors(1.0, degrees)
    zeros = find_zeros(lambda w: np.einsum('i,...ij,j->...', q,
                                           tensor(w, w_to, S), q), w_to)
    assert len(zeros) == n_modes
    recovered.append((q @ eps_inf @ q) * np.prod((zeros / w_to)**2))
exx, e45, eyy = recovered
exy = e45 - (exx + eyy) / 2
assert np.allclose([[exx, exy], [exy, eyy]], eps_0, atol=1e-6)

# Mode counting by negative eigenvalues, ordering, and full-reflection bands
for w in np.arange(3.217, 1200, 1.37):
    negative = np.sum(np.linalg.eigvalsh(tensor(w, w_to, S)) < 0)
    assert np.sum(w_lo < w) == np.sum(w_to < w) - negative
assert np.all(w_lo > w_to) and np.all(w_lo[:-2] < w_to[2:])
nested = int(np.sum(w_lo[:-1] > w_to[1:]))
edges = np.sort(np.concatenate([w_to, w_lo]))
bands = [(a, b) for a, b in zip(edges[:-1], edges[1:])
         if np.all(np.linalg.eigvalsh(tensor((a + b) / 2, w_to, S)) < 0)]
assert nested > 0 and len(bands) > 0

# Damped zeros: complex Newton search while damping is switched on
w_c = w_lo.astype(complex)
for part in np.linspace(0.1, 1.0, 10):
    g = part * gamma

    def smooth_damped(w):
        factor = np.prod((w_to**2 - w**2 - 1j * g * w) / w_to**2)
        return det2(tensor(w, w_to, S, g)) * factor

    for l in range(n_modes):
        w = w_c[l] - 0.05j
        for _ in range(12):
            h = 1e-3
            w = w - smooth_damped(w) * 2 * h / (smooth_damped(w + h)
                                               - smooth_damped(w - h))
        w_c[l] = w
assert min(abs(w_c[i] - w_c[j]) for i in range(n_modes) for j in range(i)) > 1e-3
gamma_lo = -2 * w_c.imag
assert abs(np.prod(abs(w_c)**2 / w_to**2) / ratio_static - 1) < 1e-7
assert abs(gamma_lo.sum() - gamma.sum()) < 1e-5
error_real_part = np.prod(w_c.real**2 / w_to**2) / ratio_static - 1

# Free carriers: two more poles at zero frequency
mass = 0.28
carrier_lines = []
for density_cm3 in (1e17, 1e18):
    wp = np.sqrt(density_cm3 * 1e6 * const.e**2
                 / (const.epsilon_0 * mass * const.m_e)) / (200 * np.pi * const.c)
    poles_c = np.concatenate([[0.0, 0.0], w_to])
    S_c = np.column_stack([wp * np.eye(2), S])
    coupled = find_zeros(lambda w: det2(tensor(w, poles_c, S_c)), poles_c)
    assert len(coupled) == n_modes + 2
    total = det2(eps_inf) * np.prod(coupled**2) / np.prod(w_to**2)
    assert abs(total / wp**4 - 1) < 1e-7
    error = np.prod((coupled[2:] / w_to)**2) / ratio_static - 1
    carrier_lines.append((density_cm3, wp, coupled, error))

# Line charge along b: flux of the displacement field through a circle
t = np.linspace(0, 2 * np.pi, 400, endpoint=False)
normals = np.array([np.cos(t), np.sin(t)])
quadratic = np.einsum('it,ij,jt->t', normals, np.linalg.inv(eps_0), normals)
flux = np.mean(1 / quadratic) / np.sqrt(det2(eps_0))
assert abs(flux - 1) < 1e-10

# Other neglected effects and errors of use
soft = det2(tensor(0.0, 0.99 * w_to, S)) / det2(eps_inf) / ratio_static - 1
to_eV = 100 * const.h * const.c / const.e
gap_eV = 4.8
x = (w_lo[-1] * to_eV / gap_eV)**2
mean_inf = np.trace(eps_inf) / 2
dispersion = (mean_inf - 1) * (1 / (1 - x) - 1) / mean_inf
reading = np.sqrt(np.sum((2 / w_to)**2) + np.sum((2 / w_lo)**2))
diagonal = eps_0[0, 0] * eps_0[1, 1] / (eps_inf[0, 0] * eps_inf[1, 1])

print("eps_inf xx, xy, yy: %.2f %.2f %.2f" % (eps_inf[0, 0], eps_inf[0, 1], eps_inf[1, 1]))
print("Inputs: TO cm^-1, strength cm^-1, angle deg, damping cm^-1")
for row in zip(w_to, strength, angle, gamma):
    print("  %6.1f %6.1f %6.1f %5.1f" % row)
print("Zeros: LO cm^-1, field angle deg, damped |LO| cm^-1, damping cm^-1")
for row in zip(w_lo, field_angle, abs(w_c), gamma_lo):
    print("  %8.3f %7.2f %8.3f %7.3f" % row)
print("eps(0) xx, xy, yy: %.4f %.4f %.4f" % (eps_0[0, 0], eps_0[0, 1], eps_0[1, 1]))
print("det eps_inf: %.4f" % det2(eps_inf))
print("det eps(0): %.4f" % det2(eps_0))
print("sqrt det eps(0): %.4f" % np.sqrt(det2(eps_0)))
print("Determinant ratio from static tensor: %.6f" % ratio_static)
print("Product of squared LO/TO ratios: %.6f" % ratio_modes)
print("Growth of det, 10x closer to pole, single mode: %.3f" % growth_single)
print("Same, two modes at one frequency: %.2f" % growth_double)
print("Recovered eps(0) xx, xy, yy: %.4f %.4f %.4f" % (exx, exy, eyy))
print("Directional eps(0) at 45 deg: %.4f" % e45)
print("Top directional branch, min and max: %.2f %.2f cm^-1"
      % (scan[:, -1].min(), scan[:, -1].max()))
print("Highest LO energy: %.2f meV" % (1000 * w_lo[-1] * to_eV))
print("Count of LO(j) above TO(j+1): %d" % nested)
for a, b in bands:
    print("Both eigenvalues negative: %.2f to %.2f cm^-1" % (a, b))
print("Sum of damping, TO and LO: %.3f %.3f cm^-1" % (gamma.sum(), gamma_lo.sum()))
print("Ratio error, real parts of damped LO: %.4f %%" % (100 * error_real_part))
print("Carrier mass (rough): %.2f electron masses" % mass)
for density_cm3, wp, coupled, error in carrier_lines:
    print("Carriers %.0e cm^-3: bare plasma %.2f cm^-1" % (density_cm3, wp))
    print("  lowest two, top zero: %.2f %.2f %.2f cm^-1"
          % (coupled[0], coupled[1], coupled[-1]))
    print("  ratio error, upper eight zeros: %.2f %%" % (100 * error))
print("Ratio change, TO softened 1 %%: %.2f %%" % (100 * soft))
print("eps_inf change at top LO, gap %.1f eV: %.4f %%" % (gap_eV, 100 * dispersion))
print("Ratio error, 1 cm^-1 random error per frequency: %.2f %%" % (100 * reading))
print("Ratio with off-diagonal elements dropped: %.4f" % diagonal)
print("Error from dropping them: %.2f %%" % (100 * (diagonal / ratio_static - 1)))
print("Line-charge flux over enclosed charge: %.8f" % flux)
print("checks complete")
```

Output:

```
eps_inf xx, xy, yy: 3.80 -0.10 3.70
Inputs: TO cm^-1, strength cm^-1, angle deg, damping cm^-1
   210.0  100.0   60.0   2.0
   260.0  350.0  160.0   2.0
   280.0  450.0   20.0   5.0
   360.0  700.0  145.0   5.0
   430.0  700.0   20.0  10.0
   570.0  800.0  105.0  12.0
   690.0  700.0    5.0   8.0
   740.0  300.0   50.0  10.0
Zeros: LO cm^-1, field angle deg, damped |LO| cm^-1, damping cm^-1
   212.331   72.39  212.331   2.036
   269.405  123.55  269.408   2.405
   310.661   38.90  310.660   5.257
   419.170  115.96  419.175   6.802
   548.120   13.43  548.114   8.501
   699.285   92.54  699.284  10.579
   773.124  101.57  773.120  10.379
   865.235    1.87  865.232   8.041
eps(0) xx, xy, yy: 13.8359 -1.0010 7.8802
det eps_inf: 14.0500
det eps(0): 108.0280
sqrt det eps(0): 10.3937
Determinant ratio from static tensor: 7.688823
Product of squared LO/TO ratios: 7.688823
Growth of det, 10x closer to pole, single mode: 9.993
Same, two modes at one frequency: 100.01
Recovered eps(0) xx, xy, yy: 13.8359 -1.0010 7.8802
Directional eps(0) at 45 deg: 9.8571
Top directional branch, min and max: 773.12 865.23 cm^-1
Highest LO energy: 107.28 meV
Count of LO(j) above TO(j+1): 2
Both eigenvalues negative: 690.00 to 699.28 cm^-1
Both eigenvalues negative: 740.00 to 773.12 cm^-1
Sum of damping, TO and LO: 54.000 54.000 cm^-1
Ratio error, real parts of damped LO: -0.0364 %
Carrier mass (rough): 0.28 electron masses
Carriers 1e+17 cm^-3: bare plasma 178.98 cm^-1
  lowest two, top zero: 47.49 63.94 867.58 cm^-1
  ratio error, upper eight zeros: 3.03 %
Carriers 1e+18 cm^-3: bare plasma 565.99 cm^-1
  lowest two, top zero: 140.37 183.86 889.98 cm^-1
  ratio error, upper eight zeros: 42.63 %
Ratio change, TO softened 1 %: 2.56 %
eps_inf change at top LO, gap 4.8 eV: 0.0366 %
Ratio error, 1 cm^-1 random error per frequency: 2.29 %
Ratio with off-diagonal elements dropped: 7.7546
Error from dropping them: 0.86 %
Line-charge flux over enclosed charge: 1.00000000
checks complete
```
